# Comment on inferring border traps from accumulation-capacitance dispersion

**The argument under comment.** Suppose a manuscript studies a circular metal–oxide–semiconductor capacitor: Al₂O₃ on an n-type GaN layer, grown on an insulating substrate and contacted by a ring around the gate. In accumulation the meter, set to parallel mode, reads 197.8 pF at 100 kHz and 193.9 pF at 1 MHz. The manuscript reasons that an oxide capacitance does not depend on frequency, that interface states are masked in accumulation, and that the fall must therefore come from border traps, which are oxide traps reached by tunnelling. It fits a trap model to the two readings and reports a density of \(3.5\times10^{19}\ \mathrm{cm^{-3}\,eV^{-1}}\).

The fit may be numerically perfect. The question is whether the readings require traps at all.

**What the meter reports.** With time dependence \(e^{j\omega t}\), the meter measures an admittance \(Y=1/Z\) and writes it as \(Y=G_p+j\omega C_p\). This is a choice of equivalent circuit, and \(C_p\) need not be the capacitance of any element in the device. Let a constant capacitance \(C\) stand in series with a resistance \(R\). Then

\[
Y=\frac{1}{R+1/(j\omega C)}=\frac{j\omega C}{1+j\omega RC}
=\frac{j\omega C\,(1-j\omega RC)}{1+(\omega RC)^2},
\]

and the imaginary and real parts give

\[
C_p=\frac{C}{1+(\omega RC)^2},\qquad
G_p=\frac{\omega^2RC^2}{1+(\omega RC)^2},\qquad
D\equiv\frac{G_p}{\omega C_p}=\omega RC .
\]

The apparent capacitance falls although \(C\) is constant. The fall is quadratic for \(\omega RC\ll1\), and \(C_p\to1/(\omega^2R^2C)\) for \(\omega RC\gg1\). What remains is to see whether a realistic \(R\) is large enough.

**Resistance of the lateral device.** In the manuscript's geometry, \(R\) follows from the dimensions, the sheet resistance and the contact resistance. Let \(c\) be the capacitance per area, \(a\) the gate radius, \(b\) the inner radius of the contact and \(R_{sh}\) the sheet resistance of the layer. Under the gate, let \(V(r)\) be the potential of the layer relative to the gate. The inward current is \(I(r)=(2\pi r/R_{sh})\,dV/dr\), and its decrease towards the centre feeds the capacitance: \(dI/dr=j\omega c\,2\pi r V\). Hence

\[
\frac1r\frac{d}{dr}\left(r\frac{dV}{dr}\right)=j\omega cR_{sh}V .
\]

The solution regular at the centre is \(V\propto I_0(ur/a)\), with \(u^2=j\omega cR_{sh}a^2\) and \(I_0\), \(I_1\) modified Bessel functions. Since \(I_0'=I_1\),

\[
Z_{\rm disk}=\frac{V(a)}{I(a)}=\frac{R_{sh}}{2\pi}\,\frac{I_0(u)}{u\,I_1(u)} .
\]

For small \(u\), \(I_0=1+u^2/4+u^4/64+\dots\) and \(uI_1=(u^2/2)(1+u^2/8+u^4/192+\dots)\). Division gives \(2/u^2+1/4-u^2/96+\dots\). With \(C=\pi a^2c\),

\[
Z_{\rm disk}=\frac{1}{j\omega C}+\frac{R_{sh}}{8\pi}
-\frac{j\omega C R_{sh}^2}{192\pi^2}+\dots
\]

The gap adds \(\int_a^b R_{sh}\,dr/(2\pi r)=(R_{sh}/2\pi)\ln(b/a)\), and the contact adds its own resistance.

**Numbers without traps.** Take round, roughly typical values: 10 nm of oxide with relative permittivity 9, an accumulation capacitance of the semiconductor \(C_s=3\ \mathrm{\mu F/cm^2}\), \(a=100\) µm, \(b=120\) µm, and a layer 1 µm thick with \(10^{17}\) electrons per cm³ and mobility 400 cm²/Vs. The oxide alone has \(\varepsilon/t=0.797\ \mathrm{\mu F/cm^2}\), so \(1/c=1/3+1/0.797\), giving \(c=0.630\ \mathrm{\mu F/cm^2}\) and \(C=197.8\) pF. The sheet resistance is 1560 Ω per square. The parts of \(R\) are 62.1 Ω under the gate, 45.3 Ω in the gap and 1.3 Ω in a contact of 1 Ω mm, in total 108.7 Ω. At 1 MHz,

\[
\omega RC=(6.283\times10^{6})(108.7)(1.978\times10^{-10})=0.135 .
\]

The lumped formula predicts \(C_p=194.3\) pF. The distributed formula gives 193.9 pF at 1 MHz and 197.8 pF at 100 kHz, a fall of 1.96 %. These are the manuscript's readings, and this model contains no trap. The inference from dispersion to border traps therefore fails.

**What border traps would do.** To say what evidence could separate the causes, the trap response is needed as well. A trap of occupation \(f\) obeys \(\dot f=r_c(1-f)-r_ef\), with capture rate \(r_c\) and emission rate \(r_e\). Detailed balance requires \(r_e/r_c=\exp[(E_T-E_F)/kT]\). A local potential change \(\delta\phi\) lowers the trap level \(E_T\) by \(q\,\delta\phi\) relative to the semiconductor Fermi level \(E_F\), so \(\delta\ln r_c-\delta\ln r_e=q\,\delta\phi/kT\). In the steady state \(r_c(1-f)=r_ef\), hence \(r_c+r_e=r_c/f\). Linearization gives

\[
j\omega\,\delta f=-\frac{r_c}{f}\,\delta f+r_c(1-f)\frac{q\,\delta\phi}{kT}
\;\Rightarrow\;
\delta f=\frac{f(1-f)}{1+j\omega\tau f}\,\frac{q\,\delta\phi}{kT},
\qquad \tau=\frac1{r_c}.
\]

Let the density \(N\) per volume and energy be uniform, and let \(\tau\) not depend on energy. Because \(df=-f(1-f)\,dE/kT\), the energy integral becomes an integral over \(f\), and the trap capacitance per volume is

\[
k(x)=q^2N\int_0^1\frac{df}{1+j\omega\tau f}
=q^2N\,\frac{\ln(1+j\omega\tau)}{j\omega\tau},
\qquad \tau=\tau_0e^{2\kappa x}.
\]

The last relation expresses tunnelling to depth \(x\) in the oxide. An energy-independent \(r_c\) is a model choice. For strictly elastic exchange with a degenerate electron gas it is \(r_c+r_e\) that does not depend on energy, and with \(\tau=1/(r_c+r_e)\) the kernel becomes \(q^2N/(1+j\omega\tau)\). This moves the step found below by \(1/2\kappa\) and leaves the form of the slope and loss laws unchanged. The wavefunction decay constant \(\kappa\) is taken as uniform, which neglects the tilt of the barrier by the oxide field.

The trapped electrons have charge density \(-k\phi\), so Gauss's law reads \(\varepsilon\phi''=k\phi\). Define \(C^*(x)=\varepsilon\phi'/\phi\). Differentiation gives

\[
\frac{dC^*}{dx}=k(x)-\frac{C^{*2}}{\varepsilon},\qquad C^*(0)=C_s,
\]

and the gate admittance per area is \(j\omega C^*(t)\).

For weak trapping, write \(C^*=C_0+\delta C\), where \(C_0(x)=1/(1/C_s+x/\varepsilon)\) solves the equation with \(k=0\). To first order \(\delta C'=k-2C_0\,\delta C/\varepsilon\). Since \(C_0'=-C_0^2/\varepsilon\), this is \((\delta C/C_0^2)'=k/C_0^2\), and so

\[
\delta C(t)=\int_0^t k\,w^2\,dx,\qquad
w(x)=\frac{1/C_s+x/\varepsilon}{1/C_s+t/\varepsilon}.
\]

Frequency enters \(k\) through \(\omega\tau\), so \(\partial k/\partial\ln\omega=(1/2\kappa)\,\partial k/\partial x\). The real part of \(k\) falls from \(q^2N\) towards zero over a depth of a few times \(1/2\kappa\). For each \(f\) the step is centred at \(\omega\tau f=1\), and the mean of \(-\ln f\) over \(0<f<1\) is 1. The centre of the whole step is thus \(x_\omega=[1-\ln(\omega\tau_0)]/2\kappa\). If \(w\) varies little across it, and \(x_\omega\) lies well inside the oxide,

\[
-\frac{dC_p}{d\ln\omega}\simeq\frac{q^2N\,w^2(x_\omega)}{2\kappa}.
\]

The loss follows from \(-\mathrm{Im}\,k=q^2N\int_0^1 df\,z/(1+z^2)\) with \(z=\omega\tau f\). Since \(dx=d\ln z/2\kappa\) and \(\int_0^\infty dz/(1+z^2)=\pi/2\),

\[
\frac{G_p}{\omega}\simeq\frac{\pi}{2}\,\frac{q^2N\,w^2(x_\omega)}{2\kappa}
\;\Rightarrow\;
D\simeq-\frac{\pi}{2}\,\frac{d\ln C_p}{d\ln\omega}.
\]

Here \(C_p\) and \(G_p\) are per area. In this model traps give a nearly logarithmic fall of \(C_p\) and a nearly constant loss. For \(\omega RC\ll1\), series resistance gives a quadratic fall and a loss proportional to \(\omega\).

**Two explanations of the same two readings.** Now take a sample without resistance, keep its gate area, permittivity and \(C_s\), and solve the full trap equation for the \(N\) and \(t\) that reproduce both readings. With \(\tau_0=10^{-12}\) s and \(\kappa=3.56\ \mathrm{nm^{-1}}\) (barrier 2.1 eV, mass 0.23 \(m_e\)), the result is \(N=3.5\times10^{19}\ \mathrm{cm^{-3}\,eV^{-1}}\) and \(t=11.4\) nm. The thicker oxide offsets the capacitance that the traps add. An uncertainty of 1.4 nm in thickness, or an equivalent one in permittivity, is enough to hide the difference.

The two samples differ elsewhere:

| Frequency | \(C_p\), resistance | \(C_p\), traps | \(D\), resistance | \(D\), traps |
|---|---|---|---|---|
| 10 kHz | 197.8 pF | 202.0 pF | 0.0014 | 0.0147 |
| 100 kHz | 197.8 pF | 197.8 pF | 0.0135 | 0.0139 |
| 316 kHz | 197.4 pF | 195.8 pF | 0.0427 | 0.0135 |
| 1 MHz | 193.9 pF | 193.9 pF | 0.135 | 0.0131 |

The resemblance is confined to a narrow band. One series resistance does not reproduce the trap curve down to 10 kHz. At 316 kHz the capacitances differ by only 0.8 %, whereas the losses differ by a factor of three, and at 1 MHz by a factor of ten. At 100 kHz the losses nearly coincide, so a single loss reading there would not have helped. The trap losses agree with the relation between \(D\) and the slope of \(\ln C_p\): a fall of 1.96 % means that \(\ln C_p\) drops by \(-\ln(1-0.0196)=0.0198\), and over \(\ln10=2.303\) in \(\ln\omega\) this gives \(D\simeq(\pi/2)(0.0198/2.303)=0.0135\). Only this ratio carries over. The fitted density is not weak trapping: the first-order expressions for the slope and for \(G_p/\omega\) each overestimate the full solution by a factor of 1.5 to 1.7 over the table, so \(N\) must come from the full equation.

**Series mode and gate size.** Define \(C_{\rm ser}=-1/(\omega\,\mathrm{Im}Z)\). From \(Z=1/Y\), \(\mathrm{Im}Z=-\omega C_p/(G_p^2+\omega^2C_p^2)\), so \(C_{\rm ser}=C_p(1+D^2)\). A lumped \(R\) drops out of \(\mathrm{Im}Z\), whatever its value, provided nothing shunts the series branch. A pad or stray capacitance in parallel brings \(R\) back into \(\mathrm{Im}Z\) and has to be removed first. Between 100 kHz and 1 MHz, \(C_{\rm ser}\) falls by 0.20 % in the resistive sample and by 1.96 % in the trap sample.

The remaining 0.20 % is also free of traps. It comes from the third term of \(Z_{\rm disk}\), which gives \(C/C_{\rm ser}-1\simeq(\omega CR_{sh})^2/(192\pi^2)\). A small residual dispersion in series mode is therefore no proof of trapping either.

Gate size gives a further comparison. With the gap, layer and contact quality held fixed, halving the gate radius lowers the resistive fall of \(C_p\) from 1.96 % to 0.22 %, because \(C\) is quartered, which outweighs the larger resistance of the gap and contact. In the trap model \(Y\) is proportional to area, so the relative fall stays the same.

**How far the numbers carry over to real devices.** The parameters are rough values for a lateral test structure, and the fitted \(N\) depends on the assumed \(\tau_0\) and \(\kappa\). The conclusion needs \(\omega RC\) of about 0.1 for a 1 % effect, which here means about 80 Ω at 1 MHz. A vertical device with a conducting substrate and a good back contact may lie far below that. Real devices break the assumption of a fixed, uniform sheet resistance. At 423 K, with mobility falling as \(T^{-1.5}\) and all else fixed, the 1.96 % becomes 5.2 %. That exponent suits lattice scattering. A mobility as low as 400 cm²/Vs at this doping is partly limited by defects and falls more slowly, so the rise would be smaller. Conduction in the accumulation layer (2 V overdrive, 100 cm²/Vs) lowers it to 1.6 %, and surface depletion of the gap by a 1 V barrier raises it to 2.1 %. Taking \(C_s=2\ \mathrm{\mu F/cm^2}\) gives 1.6 %, and a 0.1 µH lead gives 1.9 %. The accumulation layer is degenerate, with a Fermi energy of 94 meV above the subband edge if one subband holds all the charge (somewhat less once the next subband takes a share), against \(kT=26\) meV, which is why \(C_s\) is an input here and not a classical screening formula. At 2 V overdrive the oxide field of 1.6 MV/cm is well below a rough breakdown field of 8 MV/cm, and the estimated direct tunnelling leakage is negligible. Leakage assisted by traps is not estimated here.

**Requested revision.** The manuscript should report \(G_p\) with \(C_p\) over at least two decades of frequency, give \(C_{\rm ser}\), compare several gate radii, and estimate \(R\) from separate sheet and contact measurements. Traps and resistance may both be present, so a large \(\omega RC\) does not exclude traps. A trap density should be extracted only from the dispersion left after the distributed resistance has been included in the model. The full set of values is in the numerical output.

## Calculated quantities

```
oxide thickness 10.0 nm, rel. permittivity 9.0
semiconductor capacitance Cs 3.0 uF/cm2
gate radius 100 um, gap 20 um
layer 1.0 um, doping 1.0e+17 cm^-3
layer mobility 400 cm2/Vs
contact resistance 1.0 ohm mm
barrier 2.1 eV, oxide mass 0.23 m_e
tau0 1.0e-12 s, kappa 3.561 nm^-1
capacitance per area 0.6296 uF/cm2
true capacitance C 197.80 pF
sheet resistance 1560.4 ohm/square
R under gate 62.09 ohm, gap 45.28 ohm
R contact 1.33 ohm, total 108.69 ohm
omega R C at 1 MHz 0.1351
lumped Cp at 1 MHz 194.260 pF
fitted trap density 3.457e+19 cm^-3 eV^-1
fitted trap-sample oxide 11.434 nm
trap depth probed at 1 MHz 1.822 nm
10.0 kHz: Cp resistive 197.804, trap 201.955 pF
  D resistive 0.00135, trap 0.01471
  Cser resistive 197.804, trap 201.999 pF
100.0 kHz: Cp resistive 197.764, trap 197.764 pF
  D resistive 0.01351, trap 0.01391
  Cser resistive 197.800, trap 197.803 pF
316.2 kHz: Cp resistive 197.405, trap 195.789 pF
  D resistive 0.04271, trap 0.01349
  Cser resistive 197.765, trap 195.825 pF
1000.0 kHz: Cp resistive 193.893, trap 193.893 pF
  D resistive 0.13474, trap 0.01307
  Cser resistive 197.413, trap 193.926 pF
drops below are from 100 kHz to 1 MHz
Cp drop: resistive 1.958 %, trap 1.958 %
Cser drop: resistive 0.196 %, trap 1.960 %
loss ratio resistive/trap at 1 MHz 10.31
distributed residue C/Cser-1 at 1 MHz 0.198 %
Cp drop, half gate radius 0.221 %
Cp drop with accumulation-layer conduction 1.591 %
  (2 V overdrive, 100 cm2/Vs, 7941 ohm/square)
Cp drop with gap surface depletion 2.120 %
  (1 V surface barrier, depth 99.2 nm)
Cp drop at 423 K, mobility as T^-1.5: 5.227 %
Cp drop with Cs = 2 uF/cm2: 1.610 %
Cp drop with 0.1 uH lead: 1.885 %
oxide field 1.580 MV/cm (rough breakdown 8 MV/cm)
tunnelling exponent 55.3, leakage 1.2e-18 A/cm2
leakage/capacitive admittance at 100 kHz 1.5e-18
accumulation density 7.86e+12 cm^-2
subband Fermi energy 94.1 meV (mass 0.2 m_e)
thermal energy at 300 K 25.85 meV
```
